# The one-dimensional Coulomb exciton with a small cutoff: verification in Python

```python
"""Regularized one-dimensional Coulomb problem (exciton on a line).

H = -(hbar^2/2 mu) d^2/dz^2 - e^2/(4 pi eps (|z| + z0)).
Lengths in the exciton Bohr radius a, energies in the exciton Rydberg R,
s = z0/a, E = -R/lam^2, L = ln(1/s).
Result under test, for s -> 0:
  ground state: binding/(4 R L^2) -> 1, slowly; better 4 R w^2 with
                w exp(w) = exp(-gamma)/(4 s);
  odd levels:   lam = n + 2 s;
  even excited: lam = n + delta, delta of order 1/L.
The reference is a whole-line finite-element diagonalization.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma, exp1, lambertw, polygamma

GAMMA = np.euler_gamma
ORDER = 10        # polynomial order in each finite element
Z_MAX = 100.0     # half length of the box, in a
LEVELS = 7

# Lagrange polynomials and derivatives at Gauss points of [-1, 1]
nodes = -np.cos(np.pi * np.arange(ORDER + 1) / ORDER)
coef = np.linalg.inv(leg.legvander(nodes, ORDER))
gauss, weight = leg.leggauss(ORDER + 10)
basis = leg.legval(gauss, coef).T
slope = leg.legval(gauss, leg.legder(coef)).T


def diagonalize(s):
    """Lowest levels: lam, parity, contact density (1/a), mean |z| (a)."""
    edges = [0.0]
    while edges[-1] < Z_MAX:
        edges.append(edges[-1] + min(edges[-1] + s, 4.0))
    half = np.array(edges)
    mesh = np.concatenate((-half[:0:-1], half))
    elements = len(mesh) - 1
    size = elements * ORDER + 1
    overlap = np.zeros((size, size))
    energy = np.zeros((size, size))
    distance = np.zeros((size, size))
    for e in range(elements):
        h = mesh[e + 1] - mesh[e]
        z = np.abs(mesh[e] + h * (gauss + 1) / 2)
        part = slice(e * ORDER, e * ORDER + ORDER + 1)

        def integral(f):
            return h / 2 * basis.T @ ((weight * f)[:, None] * basis)

        overlap[part, part] += integral(np.ones_like(z))
        distance[part, part] += integral(z)
        energy[part, part] += 2 / h * slope.T @ (weight[:, None] * slope)
        energy[part, part] -= integral(2 / (z + s))
    inner = slice(1, size - 1)     # wave function vanishes at the box ends
    overlap = overlap[inner, inner]
    energy = energy[inner, inner]
    distance = distance[inner, inner]
    # the inverted, shifted problem keeps low levels accurate on fine meshes
    shift = 1 + 4 * np.log(s) ** 2
    n = len(overlap)
    inverse, vectors = eigh(overlap, energy + shift * overlap,
                            subset_by_index=[n - LEVELS, n - 1])
    levels = (1 / inverse - shift)[::-1]
    vectors = vectors[:, ::-1]
    parity, contact, mean = [], [], []
    centre = elements // 2 * ORDER - 1
    for v in vectors.T:
        norm = v @ overlap @ v
        parity.append(v @ overlap @ v[::-1] / norm)
        contact.append(v[centre] ** 2 / norm)
        mean.append(v @ distance @ v / norm)
    return (1 / np.sqrt(-levels), np.array(parity),
            np.array(contact), np.array(mean))


def even_root(s, n):
    """Small-cutoff even condition; n = 0 is the ground state."""
    def condition(lam):
        return (np.log(2 * s / lam) + 1 / (2 * lam)
                + digamma(1 - lam) + 2 * GAMMA)
    low = 1e-4 if n == 0 else n + 1e-9
    return brentq(condition, low, n + 1 - 1e-9, xtol=1e-16)


def whittaker_root(s, odd, start):
    """Exact quantization condition of the cutoff problem."""
    def boundary(lam):
        x, p = 2 * s / lam, 1 - lam
        u = mp.hyperu(p, 2, x)
        if odd:
            return x * u
        return (1 - x / 2) * u - p * x * mp.hyperu(p + 1, 3, x)
    root = mp.findroot(boundary, (mp.mpf(start), mp.mpf(start) + 1e-4),
                       tol=1e-20, verify=False)
    return float(mp.re(root))


def lambert_w(s):
    return float(np.real(lambertw(np.exp(-GAMMA) / (4 * s))))


def trial_energy(k, s):
    """Energy in R of the trial function sqrt(k) exp(-k|z|)."""
    return k**2 - 4 * k * np.exp(2 * k * s) * exp1(2 * k * s)


def best_trial(s):
    return minimize_scalar(lambda k: trial_energy(k, s),
                           bounds=(0.1, 100), method="bounded").fun


# --- small-argument expansion of the Whittaker function
mp.mp.dps = 25
for lam in (0.3, 1.4, 2.6):
    x = 1e-4
    exact = float(mp.re(mp.whitw(lam, 0.5, x) * mp.gamma(1 - lam)))
    series = 1 - x / 2 - lam * x * (np.log(x) + digamma(1 - lam)
                                    + 2 * GAMMA - 1)
    assert abs(exact - series) < 1e-6

# --- trial energy from its defining integrals, and its divergence
for k, s in ((1.0, 1e-2), (1.0, 1e-6), (5.0, 1e-4)):
    kinetic = quad(lambda z: 2 * k**3 * np.exp(-2 * k * z), 0, 40 / k)[0]
    attraction = quad(lambda t: np.exp(-2 * k * s * np.expm1(t)), 0,
                      np.log1p(40 / (k * s)), limit=200)[0]
    assert abs(kinetic - 4 * k * attraction - trial_energy(k, s)) < 1e-6
decade_drop = trial_energy(1.0, 1e-6) - trial_energy(1.0, 1e-7)
assert abs(decade_drop - 4 * np.log(10)) < 1e-3

# --- worked example with round model parameters
mass_ratio, eps_r, z0 = 0.05, 12.0, 0.5e-9
mu = mass_ratio * const.m_e
bohr = (4 * np.pi * const.epsilon_0 * eps_r * const.hbar**2
        / (mu * const.e**2))
rydberg = const.hbar**2 / (2 * mu * bohr**2) / const.e * 1e3   # meV
s_example = z0 / bohr

cutoffs = (1e-2, 1e-4, 1e-6)
data = {s: diagonalize(s) for s in (s_example,) + cutoffs}

# --- parity order, exact conditions, and small-cutoff conditions
for s, (lam, parity, contact, mean) in data.items():
    assert np.allclose(parity, [1, -1, 1, -1, 1, -1, 1], atol=1e-5)
    for n in range(4):
        assert abs(even_root(s, n) - lam[2 * n]) < s + 1e-7
    if s in (s_example, 1e-4):
        for i in range(LEVELS):
            odd = i % 2 == 1
            start = (i + 1) // 2 + 2 * s if odd else even_root(s, i // 2)
            assert abs(whittaker_root(s, odd, start) - lam[i]) < 1e-6

# --- odd levels: linear shift 2 s
for s in cutoffs:
    for n in (1, 2, 3):
        error = abs(data[s][0][2 * n - 1] - n - 2 * s)
        assert error < 4 * s**2 * (np.log(1 / s) + 2) + 1e-7


# --- excited even levels: logarithmic shift with cubic remainder
def even_shift(s, n):
    return 1 / (np.log(n / (2 * s)) - 1 / (2 * n) - digamma(n) - 2 * GAMMA)


for s in (1e-4, 1e-6):
    for n in (1, 2, 3):
        delta = data[s][0][2 * n] - n
        assert abs(delta - even_shift(s, n)) < 5 * delta**3

# --- ground state: variational bound, collapse, growth law
for s in cutoffs:
    ground = -1 / data[s][0][0] ** 2
    assert best_trial(s) > ground
    if s <= 1e-4:
        assert best_trial(s) < ground * (1 - 0.03)
    lam0 = data[s][0][0]
    excess = data[s][3][0] / (lam0 / 2) - 1
    assert 0 < excess < 2 * lam0
assert data[1e-2][3][0] > data[1e-4][3][0] > data[1e-6][3][0]

extreme = (1e-30, 1e-100, 1e-300)
rows = []
for s in cutoffs + extreme:
    if s in data:
        lam0, odd1, even1 = data[s][0][:3]
    else:
        lam0, odd1, even1 = even_root(s, 0), 1 + 2 * s, even_root(s, 1)
    rows.append((s, lam0, 1 / lam0**2, 4 * lambert_w(s) ** 2,
                 1 / lam0**2 / (4 * np.log(s) ** 2), odd1, even1))
ratios = [row[4] for row in rows]
assert all(np.diff(ratios) > 0) and 0.97 < ratios[-1] < 1
for row in rows:
    if row[0] in (1e-6, 1e-300):
        w = lambert_w(row[0])
        remainder = 2 * np.pi**2 / 3 * w / (w + 1)
        assert abs(row[2] - row[3] - remainder) < 4 / w


# --- contact density
def contact_formula(lam):
    return 1 / (2 * lam**3 * (1 / lam + 1 / (2 * lam**2)
                              + polygamma(1, 1 - lam)))


for i in (0, 2, 4, 6):
    predicted = contact_formula(data[1e-6][0][i])
    assert abs(data[1e-6][2][i] / predicted - 1) < 1e-3

# --- output
print(f"reduced mass = {mass_ratio} m_e, eps_r = {eps_r}")
print(f"cutoff z0 = {z0 * 1e9:.2f} nm")
print(f"exciton Bohr radius a = {bohr * 1e9:.3f} nm")
print(f"exciton Rydberg R = {rydberg:.4f} meV")
print(f"z0/a = {s_example:.5f}, ln(a/z0) = {-np.log(s_example):.4f}")
print("Example levels: parity, lam, E (meV), Balmer limit (meV)")
lam, parity, contact, mean = data[s_example]
for i in range(LEVELS):
    name = "even" if parity[i] > 0 else "odd "
    n = (i + 1) // 2
    limit = f"{-rydberg / n**2:.4f}" if n else "none"
    print(f"  {name} {lam[i]:.5f} {-rydberg / lam[i]**2:.4f} {limit}")
print(f"ground binding / R = {1 / lam[0]**2:.4f}")
print(f"ground mean |z| = {mean[0] * bohr * 1e9:.3f} nm")
root = even_root(s_example, 0)
print(f"ground E, small-cutoff condition = {-rydberg / root**2:.3f} meV")
rough = -4 * rydberg * lambert_w(s_example) ** 2
print(f"ground E, Lambert form = {rough:.3f} meV")
rough = -4 * rydberg * np.log(s_example) ** 2
print(f"ground E, bare squared log = {rough:.3f} meV")
print(f"ground E, best trial = {rydberg * best_trial(s_example):.3f} meV")
print(f"trial k=1/a: energy drop per decade of z0 = {decade_drop:.4f} R")
print("Limit table; first 3 rows diagonalization, last 3 asymptotic")
print("z0/a, lam0, binding/R, 4w^2, binding/(4 R L^2)")
for row in rows:
    print(f"  {row[0]:.0e} {row[1]:.6f} {row[2]:.3f} "
          f"{row[3]:.3f} {row[4]:.4f}")
print("First pair: z0/a, lam odd, lam even")
for row in rows:
    print(f"  {row[0]:.0e} {row[5]:.6f} {row[6]:.6f}")
print("z0/a = 1e-6, even n: delta diagonalized, delta formula")
for n in (1, 2, 3):
    print(f"  n={n} {data[1e-6][0][2 * n] - n:.5f} "
          f"{even_shift(1e-6, n):.5f}")
print("Ground state: z0/a, mean |z| (a), best trial energy (R)")
for s in cutoffs:
    print(f"  {s:.0e} {data[s][3][0]:.5f} {best_trial(s):.3f}")
print("z0/a = 1e-6, even states: contact density (1/a), formula (1/a)")
for i in (0, 2, 4, 6):
    print(f"  n={i // 2} {data[1e-6][2][i]:.6f} "
          f"{contact_formula(data[1e-6][0][i]):.6f}")
print("finished without a failed check")
```

Running it gives:

```
reduced mass = 0.05 m_e, eps_r = 12.0
cutoff z0 = 0.50 nm
exciton Bohr radius a = 12.700 nm
exciton Rydberg R = 4.7242 meV
z0/a = 0.03937, ln(a/z0) = 3.2348
Example levels: parity, lam, E (meV), Balmer limit (meV)
  even 0.31859 -46.5426 none
  odd  1.06320 -4.1793 -4.7242
  even 1.37726 -2.4906 -4.7242
  odd  2.06341 -1.1096 -1.1810
  even 2.38034 -0.8338 -1.1810
  odd  3.06345 -0.5034 -0.5249
  even 3.38115 -0.4132 -0.5249
ground binding / R = 9.8519
ground mean |z| = 2.701 nm
ground E, small-cutoff condition = -45.180 meV
ground E, Lambert form = -24.564 meV
ground E, bare squared log = -197.731 meV
ground E, best trial = -44.106 meV
trial k=1/a: energy drop per decade of z0 = 9.2102 R
Limit table; first 3 rows diagonalization, last 3 asymptotic
z0/a, lam0, binding/R, 4w^2, binding/(4 R L^2)
  1e-02 0.217049 21.227 15.457 0.2502
  1e-04 0.088146 128.704 122.573 0.3793
  1e-06 0.051699 374.145 367.961 0.4901
  1e-30 0.007938 15868.084 15861.570 0.8314
  1e-100 0.002243 198723.389 198716.828 0.9370
  1e-300 0.000733 1862066.418 1862059.844 0.9756
First pair: z0/a, lam odd, lam even
  1e-02 1.018388 1.270018
  1e-04 1.000200 1.127425
  1e-06 1.000002 1.081280
  1e-30 1.000000 1.014847
  1e-100 1.000000 1.004376
  1e-300 1.000000 1.001451
z0/a = 1e-6, even n: delta diagonalized, delta formula
  n=1 0.08128 0.08302
  n=2 0.08159 0.08341
  n=3 0.08166 0.08349
Ground state: z0/a, mean |z| (a), best trial energy (R)
  1e-02 0.13407 -20.265
  1e-04 0.04820 -126.408
  1e-06 0.02724 -371.598
z0/a = 1e-6, even states: contact density (1/a), formula (1/a)
  n=0 17.381176 17.380502
  n=1 0.002559 0.002559
  n=2 0.000361 0.000361
  n=3 0.000111 0.000111
finished without a failed check
```
